# Random adsorption of dimers on a chain with randomly blocked sites, part 2

Molecules that need two adjacent sites (dimers) adsorb on an infinite chain partly blocked by fixed inhibitors. Before adsorption each site is free with probability $q$. Every adjacent free pair receives a dimer at the same rate $k$, and landed dimers neither move nor desorb. The dimensionless time is $\tau=kt$, and $s=1-e^{-\tau}$. The coverage $\theta$ is the fraction of all sites, blocked ones included, that are covered by dimers, so there are $\theta/2$ dimers per site. The chain is jammed, with coverage $\theta_J$, when no free pair is left.

Let $P_n(\tau)$ be the probability that $n$ given consecutive sites are all free. It obeys

$$
\frac{dP_n}{d\tau}=-(n-1)P_n-2P_{n+1},\qquad n\ge 1 .
$$

Splitting off $e^{-(n-1)\tau}$ and integrating $J$ times leaves a remainder that vanishes as $J$ grows, because probabilities are at most one and $J!$ outgrows any fixed power. For any translationally invariant initial blocking this gives

$$
P_1(\tau)=\sum_{j=0}^{\infty}\frac{(-2s)^j}{j!}P_{j+1}(0),\qquad \theta=q-P_1 .
$$

For independent blocking, $P_n(0)=q^n$ and

$$
\theta(\tau)=q\left\{1-\exp\left[-2q\left(1-e^{-\tau}\right)\right]\right\},
$$

$$
\theta_J=q\left(1-e^{-2q}\right).
$$

In that case the number of runs of exactly $L$ free sites between blocked sites is $(1-q)^2q^L$ per site.

At jamming a fraction $qe^{-2q}$ of all sites is vacant. Of these, $q(1-q)^2$ were isolated from the start, and the rest were stranded by the random placement of dimers.

The example has $q=0.10$. Dimers then cover 1.81% of the sites, against 86.5% on a clean chain ($q=1$), a suppression by a factor of 48. For a molecule that needs only one site the factor is ten.

### 10. Inhibitors that cluster or avoid one another

The fraction of blocked sites does not by itself determine the result. Suppose that the right neighbour of a free site is free with probability $p$, and that the state of each site depends on the sites to its left through the nearest one alone. This is a Markov chain. Starting from a free site, with probability $q$, each further free site contributes a factor $p$:

$$
P_n(0)=q\,p^{\,n-1}.
$$

Insertion into the general series gives $P_1=q\sum_j(-2ps)^j/j!=qe^{-2ps}$, and at $s=1$

$$
\theta_J=q\left(1-e^{-2p}\right).
$$

Independent blocking is the case $p=q$. For $p>q$ free sites occur together, and so do inhibitors. For $p<q$ free sites tend to be separated. Not every pair of values is possible. The number of steps from free to blocked along the chain equals the number from blocked to free, so a blocked site has a free right neighbour with probability $q(1-p)/(1-q)$, which must not exceed one.

The extremes are instructive. If no two free sites are adjacent, $p=0$ and no dimer adsorbs. If the free sites form very long stretches, $p\to1$ and $\theta_J\to q(1-e^{-2})$. For $q=0.10$ this is 0.086, and the suppression relative to a clean chain is again ten. The extra suppression of two-site molecules is thus due to the way the free sites are scattered.

### 11. What better packing could gain

Dimers that could move after landing might make room for others. With the inhibitors fixed, the best possible packing puts $\lfloor L/2\rfloor$ dimers in a run of $L$ sites, where the brackets denote rounding down. This number counts the integers $i\ge1$ with $2i\le L$. Therefore

$$
\sum_L\lfloor L/2\rfloor q^L=\sum_{i\ge1}\sum_{L\ge2i}q^L
=\sum_{i\ge1}\frac{q^{2i}}{1-q}=\frac{q^2}{(1-q)(1-q^2)} .
$$

Multiplication by $2(1-q)^2$ gives the ceiling

$$
\theta_{\max}=\frac{2q^2}{1+q}.
$$

For $q=1$ it is 1, well above the jammed 0.865. For $q=0.10$ it is 0.01818 against 0.01813, a gain of 0.3% relative to $\theta_J$. Short runs leave little to rearrange.

### 12. A molecule with a three-site footprint

Bulky ligands may require a third free site. Let every free triple receive a molecule at unit rate in $\tau$. A string of $n\ge3$ sites contains $n-2$ triples. At each end one triple reaches one site beyond the string and another reaches two sites beyond it. Hence

$$
\frac{dP_n}{d\tau}=-(n-2)P_n-2P_{n+1}-2P_{n+2}.
$$

Try $P_n=q^ne^{-(n-2)\tau}f(\tau)$ with $f(0)=1$. The first term on the right cancels against the derivative of the exponential, and what remains is the same for every $n$:

$$
f'=-\left(2qe^{-\tau}+2q^2e^{-2\tau}\right)f,
$$

$$
f=\exp\left[-2q(1-e^{-\tau})-q^2(1-e^{-2\tau})\right].
$$

The initial values are met. The solution is also unique: the difference of two solutions, multiplied by $e^{(n-2)\tau}$, can be integrated $J$ times as before. It is then bounded by $(4\tau)^Je^{(n+2J-2)\tau}/J!$, which tends to zero.

The number of molecules per site grows at the rate $P_3=q^3e^{-\tau}f$. With $v=e^{-\tau}$ and $dv=-e^{-\tau}d\tau$, the final number is

$$
N_3=q^3\int_0^1\exp\left[-2q(1-v)-q^2(1-v^2)\right]dv .
$$

For small $q$ it is $q^3$, the number of free triples. Each additional site that a molecule requires costs one more power of $q$.

### 13. An inhibited surface in numbers

Area-selective deposition aims to coat one part of a surface and spare another, which is covered with an inhibitor. For the geometry take the (100) face of silicon, whose surface atoms pair up and form rows. One such silicon pair is one site of the model. This assumes that an inhibitor or an adsorbed molecule uses up every pair it occupies, although a pair has two dangling bonds. If a molecule took only one bond on each of its two pairs, and the remaining bonds could be filled independently in the same way, the molecular densities below would double and their ratio would stay the same. The sites are roughly 0.38 nm apart along a row, and the rows roughly 0.77 nm apart. The adsorbing molecule bridges two neighbouring sites in a row. The area per site is

$$
A=0.38\times0.77\ \mathrm{nm^2}=0.2926\ \mathrm{nm^2}.
$$

With $q=0.10$,

$$
\theta_J=0.10\left(1-e^{-0.20}\right)=0.10\times0.1813=0.0181 .
$$

The density of molecules is $\theta_J/(2A)=0.0181/0.585\ \mathrm{nm^{-2}}=0.031\ \mathrm{nm^{-2}}$. The clean surface of the same geometry takes $0.8647/0.585\ \mathrm{nm^{-2}}=1.48\ \mathrm{nm^{-2}}$. The ratio is 47.7, the factor from the beginning.

Whether a gas pulse reaches jamming depends on the landing rate. In a gas of pressure $P$ and temperature $T$ the number density is $P/(k_BT)$. For molecules of mass $m$, the mean velocity towards the surface, averaged over all molecules with the receding ones counted as zero, is

$$
\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv=\sqrt{\frac{k_BT}{2\pi m}} .
$$

The product is the flux $\Phi=P/\sqrt{2\pi mk_BT}$. Take round model values: 450 K, 0.01 Torr and a molar mass of 100 g/mol. Then $\Phi=1.656\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$. There is one pair per site, so each pair is assigned the area $A$. If a molecule that strikes the area of a free pair reacts with probability 0.001,

$$
k=0.001\times1.656\times10^4\times0.2926\ \mathrm{s^{-1}}=4.85\ \mathrm{s^{-1}} .
$$

After 0.2 s the coverage is 0.0117, about 64% of its final value. A pulse of 2 s gives $\tau=9.69$, and the coverage is then 0.006% below $\theta_J$, relative to $\theta_J$. Halving the pressure or the reaction probability would still leave it within 1% of $\theta_J$.

### 14. The effects left out

The following changes are relative to $\theta_J=0.0181$, with $q=0.10$ held fixed unless stated.

**Clustered inhibitors.** If the blocking is a Markov chain as in Section 10 and a free site has a free right neighbour with probability 0.20 instead of 0.10, the coverage is $0.10(1-e^{-0.40})=0.0330$, an increase of 82%. The suppression falls from 48 to 26. The two probabilities alone do not fix this value: with the same $q$ and $p$, gaps that are only single sites or pairs give 0.040, and single sites together with very long patches give 0.017.

**Binding across rows.** If the molecule could also bridge neighbouring rows, at the same rate, simulated deposition gives $0.0306\pm0.0001$, an increase of 69%. The number of free pairs doubles to $2q^2$ per site, but the pairs compete more. On the square grid there are six ways per site to choose two pairs that share a site, so to third order the coverage is $2(2q^2-6q^3)=0.028$. With sites 0.38 nm apart along a row and rows 0.77 nm apart, equal rates are an extreme assumption.

**Larger footprint.** With three sites required, $N_3=0.00090$ molecules per site replace $\theta_J/2=0.00906$. The number of molecules falls by 90%.

**Finite terraces.** A terrace of 50 nm holds 132 sites in a row. Averaging over free runs that may also end at an edge gives 0.0180, a decrease of 0.7%. An open row of 132 sites has one pair fewer than a closed one, which alone would cost 0.8%. The pairs at the two edges have fewer competitors, and this gives a little back.

**Thermal events.** Assume an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$ and barriers of 1.5 eV for loss of an inhibitor, 1.4 eV for a hop of an adsorbed molecule and 1.7 eV for its desorption. The expected numbers of events per particle in a 2 s pulse are $3.2\times10^{-4}$, $4.2\times10^{-3}$ and $1.8\times10^{-6}$. If the lost inhibitors are taken to leave before the pulse, $q$ rises to 0.1003 and the coverage by 0.5%. With the inhibitors fixed, hops of the adsorbed molecules can gain at most the 0.3% of Section 11. Hops of the inhibitors themselves are not bounded in this way, because they join single gaps into pairs. With the same attempt frequency for each direction, they would raise the coverage in the pulse by about 0.5% for a barrier of 1.4 eV, 7% for 1.3 eV and 50% for 1.2 eV. These estimates depend strongly on the barriers: the two that differ by 0.1 eV give rates that differ by a factor of 13.

### 15. The model beside real surfaces

The temperature, pressure, molar mass and reaction probability of the example are assumed values, not data for a particular process. Reaction probabilities vary by orders of magnitude between molecules and surfaces, so the pulse length found here is not a general guide. The jamming coverage does not depend on these values, provided the pulse is long enough, the rates at all free pairs are equal and thermal events stay rare. The last condition limits the temperature: with the barriers of Section 14, a 2 s pulse at 550 K would already remove about 30% of the inhibitors. Independent blocking is also an assumption that may fail. Real inhibitors may attract one another, exclude one another or cover several sites, and the example shows that a modest clustering can nearly double the uptake. On an amorphous oxide the reactive sites do not form rows, and the chain formula does not apply directly. Finally, $\theta_J$ describes the uptake of one species in one pulse. If the adsorbed molecules create new sites for the next cycle, growth can continue from them, and the factor of 48 is not the selectivity of the whole process.

Within these conditions the model gives a rule for choosing a molecule. At a fixed, small and randomly distributed free fraction $q$, a molecule that needs two adjacent sites in a row leaves about $q^2$ molecules per site, whereas a one-site molecule leaves $q$. An inhibitor layer with gaps is therefore more effective against the two-site molecule. The advantage is large when the gaps are mostly single sites, and it shrinks towards nothing as they grow into long patches. It also shrinks if the molecule can bind to a single site. If each free site could also take a molecule by itself, at only 1% of the rate $k$, the 2 s pulse of the example would leave 0.0166 molecules per site instead of 0.0091. Counted in molecules, the suppression relative to a clean row with the same side reaction would then be about 27 instead of 48, and after a pulse of about 20 s it would be below ten. Counted in covered sites, it would be about 34 and 14, and it approaches ten from above. The numerical output below lists the values for other free fractions.

## Numbers as computed

```
TESTS
ring: sites 12, q 0.7, tau 0.8
ring coverage, master equation: 0.37619519
ring case, formula: 0.37619519
random deposition, q 0.6: 0.4202
formula, q 0.6: 0.4193
JAMMING: q, coverage, covered part of free sites, ceiling
0.05  0.00476  0.09516  0.00476
0.10  0.01813  0.18127  0.01818
0.30  0.13536  0.45119  0.13846
0.60  0.41928  0.69881  0.45000
1.00  0.86466  0.86466  1.00000
EXAMPLE
free fraction q: 0.10
spacing along row: 0.38 nm
spacing between rows: 0.77 nm
area per site: 0.2926 nm^2
temperature: 450 K
pressure: 0.01 Torr
molar mass: 100 g/mol
reaction probability: 0.001
gas flux: 1.656e+04 nm^-2 s^-1
landing rate per free pair: 4.845 s^-1
pulse: 2.0 s; reduced time: 9.690
jamming coverage: 0.01813
small-q estimate 2q^2: 0.02000
molecules at jamming: 0.0310 nm^-2
clean-surface coverage: 0.86466
molecules, clean: 1.4776 nm^-2
suppression, dimer: 47.70
suppression, one-site molecule: 10.00
vacant sites, total: 0.08187
vacant, initially isolated: 0.08100
vacant, stranded by packing: 0.000873
coverage after 0.2 s: 0.01167
NEGLECTED EFFECTS: value, change of coverage in %
clustering, p 0.20: 0.03297, 81.9
equal binding across rows: 0.0306, 69
  its standard error: 0.0001
three-site molecules per site: 0.000900
two-site molecules per site: 0.009063
  change of molecule number: -90.1 %
terrace 50 nm, 132 sites: 0.01800, -0.68
end of pulse: 0.018126, -0.0056
perfect packing: 0.01818, 0.30
attempt frequency: 1e+13 s^-1
inhibitor loss: 1.5 eV, 3.18e-04 per pulse
dimer hop: 1.4 eV, 4.19e-03 per pulse
dimer desorption: 1.7 eV, 1.83e-06 per pulse
after inhibitor loss: q 0.100286, coverage 0.018226, 0.54
```
